# Spin potentials and spin stiffness in the Perdew-Wang correlation functional

The local spin-density approximation (LSDA) takes the exchange-correlation energy of an electron system from the uniform gas, point by point:

$$E_{xc}=\int n\,\varepsilon_{xc}(r_s,\zeta)\,d^3r .$$

Here $n=n_\uparrow+n_\downarrow$, $r_s=(3/4\pi n)^{1/3}$ and $\zeta=(n_\uparrow-n_\downarrow)/n$. The magnetization is collinear, so two spin densities suffice. Hartree atomic units are used, and $k_F=(3\pi^2n)^{1/3}$ is the Fermi wavenumber of the unpolarized gas. The problem asks how the $\zeta$ dependence of $\varepsilon_{xc}$ enters the potentials, and what an interpolation between $\zeta=0$ and $\zeta=1$ must know to get them right at small $\zeta$.

## (a) The two potentials

**Find $v_\sigma=\delta E_{xc}/\delta n_\sigma$ for a general $\varepsilon(r_s,\zeta)$.**

The integrand contains no gradients, so $v_\sigma=\partial(n\varepsilon)/\partial n_\sigma$. Since $r_s\propto n^{-1/3}$,

$$\frac{\partial r_s}{\partial n_\sigma}=-\frac{r_s}{3n}.$$

The quotient rule gives

$$\frac{\partial\zeta}{\partial n_\uparrow}=\frac1n-\frac{n_\uparrow-n_\downarrow}{n^2}=\frac{1-\zeta}{n},\qquad
\frac{\partial\zeta}{\partial n_\downarrow}=-\frac{1+\zeta}{n}.$$

The product rule then yields

$$v_\uparrow=\varepsilon-\frac{r_s}{3}\frac{\partial\varepsilon}{\partial r_s}+(1-\zeta)\frac{\partial\varepsilon}{\partial\zeta},\qquad
v_\downarrow=\varepsilon-\frac{r_s}{3}\frac{\partial\varepsilon}{\partial r_s}-(1+\zeta)\frac{\partial\varepsilon}{\partial\zeta}.$$

Subtraction leaves $v_\uparrow-v_\downarrow=2\,\partial\varepsilon/\partial\zeta$. Without a field, $\varepsilon$ is even in $\zeta$, so the splitting vanishes at $\zeta=0$ and starts as $2\zeta\,\partial^2\varepsilon/\partial\zeta^2|_0$. The small-$\zeta$ curvature thus sets the exchange-correlation field felt by a weakly polarized system.

## (b) Exchange

**Derive the exchange energy and potentials of the polarized gas, and write the energy as an interpolation between its end points.**

Exchange acts between equal spins. With $k_\sigma=(6\pi^2n_\sigma)^{1/3}$ and $x=k_\sigma r$, the density matrix of a filled Fermi sphere is $\rho_\sigma(r)=k_\sigma^3j_1(x)/(2\pi^2x)$, where $j_1$ is a spherical Bessel function. The energy per volume is

$$-\frac12\int\frac{\rho_\sigma^2}{r}\,d^3r=-\frac{k_\sigma^4}{2\pi^3}\int_0^\infty\frac{j_1^2}{x}\,dx .$$

For the integral, put $w=xj_1$, which obeys $w''+(1-2/x^2)w=0$. Multiplication by $2w'$ gives $(w'^2+w^2)'=(2/x^2)(w^2)'$. Integrated from 0 to $\infty$, the left side is 1, because $w\to-\cos x$ at large $x$ and $w,w'\to0$ at the origin. The right side, by parts, is $4\int w^2x^{-3}dx=4\int j_1^2x^{-1}dx$. The integral is therefore $1/4$, and the energy per volume is $-k_\sigma^4/(8\pi^3)$.

From $k_\sigma^3=6\pi^2n_\sigma$ we have $dk_\sigma/dn_\sigma=2\pi^2/k_\sigma^2$, so

$$v_{x\sigma}=-\frac{k_\sigma^3}{2\pi^3}\,\frac{2\pi^2}{k_\sigma^2}=-\frac{k_\sigma}{\pi}=-\left(\frac{6n_\sigma}{\pi}\right)^{1/3}.$$

Summing over spins with $k_\sigma=k_F(1\pm\zeta)^{1/3}$ and dividing by $n=k_F^3/3\pi^2$,

$$\varepsilon_x=-\frac{3k_F}{8\pi}\left[(1+\zeta)^{4/3}+(1-\zeta)^{4/3}\right].$$

The bracket is 2 at $\zeta=0$ and $2^{4/3}$ at $\zeta=1$. Hence

$$\varepsilon_x(\zeta)=\varepsilon_x(0)+[\varepsilon_x(1)-\varepsilon_x(0)]f(\zeta),\qquad
f=\frac{(1+\zeta)^{4/3}+(1-\zeta)^{4/3}-2}{2^{4/3}-2}.$$

This is an identity. The second derivative of the bracket at $\zeta=0$ is $2\cdot\frac43\cdot\frac13=\frac89$, which gives

$$f''(0)=\frac{8}{9(2^{4/3}-2)}=1.7099,\qquad \left.\frac{\partial^2\varepsilon_x}{\partial\zeta^2}\right|_0=-\frac{k_F}{3\pi}.$$

## (c) Two interpolations for correlation

Let $e_0(r_s)$ and $e_1(r_s)$ be the correlation energies per electron at $\zeta=0$ and $1$, and $\Delta=e_1-e_0$. The spin stiffness is $\alpha_c(r_s)=\partial^2\varepsilon_c/\partial\zeta^2|_0$. The von Barth-Hedin (vBH) form carries the exchange shape over to correlation; the Perdew-Wang (PW) form uses $\alpha_c$ as a third input:

$$\varepsilon_c^{vBH}=e_0+\Delta f,\qquad
\varepsilon_c^{PW}=e_0+\frac{\alpha_c}{f''(0)}f(1-\zeta^4)+\Delta f\zeta^4 .$$

Both are given the same $e_0$ and $e_1$ here, so that the interpolation alone is compared.

**Find the derivatives needed in (a), and the curvature of each form at $\zeta=0$.**

The $\zeta$ derivatives are

$$\frac{\partial\varepsilon_c^{PW}}{\partial\zeta}=\frac{\alpha_c}{f''(0)}\left[f'(1-\zeta^4)-4\zeta^3f\right]+\Delta\left[f'\zeta^4+4\zeta^3f\right],\qquad
\frac{\partial\varepsilon_c^{vBH}}{\partial\zeta}=\Delta f',$$

with $f'=\frac43[(1+\zeta)^{1/3}-(1-\zeta)^{1/3}]/(2^{4/3}-2)$. For the $r_s$ derivative, replace $e_0,\alpha_c,\Delta$ by their derivatives. Each of $e_0$, $e_1$ and $-\alpha_c$ is represented by a function

$$G=-2A(1+a r_s)\ln(1+1/Q),\qquad Q=2A(\beta_1r_s^{1/2}+\beta_2r_s+\beta_3r_s^{3/2}+\beta_4r_s^2),$$

with its own coefficients. Because $\frac{d}{dr_s}\ln(1+1/Q)=-Q'/[Q(Q+1)]$,

$$G'=-2Aa\ln(1+1/Q)+\frac{2A(1+ar_s)Q'}{Q(Q+1)} .$$

The coefficients $a,\beta_i$ are inputs taken from the PW parametrization, listed in the numerical check. Not all are free fit parameters: $\beta_2=2A\beta_1^2$, and $\beta_1$ carries the constant term of the high-density expansion. The constants $A$ are derived in (e).

For small $\zeta$, the binomial series gives $f=\frac12f''(0)\zeta^2\left(1+\frac{5}{54}\zeta^2+\dots\right)$. The factors $\zeta^4$ act first at order $\zeta^6$, so

$$\varepsilon_c^{PW}=e_0+\tfrac12\alpha_c\zeta^2\left(1+\tfrac{5}{54}\zeta^2\right)+O(\zeta^6),\qquad
\left.\frac{\partial^2\varepsilon_c^{vBH}}{\partial\zeta^2}\right|_0=f''(0)\,\Delta .$$

The PW curvature is $\alpha_c$ by construction, and the end points are untouched because $f(1-\zeta^4)$ vanishes at both. The vBH form does have a curvature, but one dictated by the end points. It is correct only if $\alpha_c=f''(0)\Delta$, the relation that exchange satisfies.

## (d) Numbers for a weakly polarized gas

**Evaluate the potentials for a model gas with $r_s=4$ bohr and $\zeta=0.2$.**

The inputs are $e_0=-0.031866$, $e_1=-0.017315$ and $\alpha_c=0.022628$ Ha, with $f=0.034327$ and $f'=0.344568$. Then $\Delta=0.014551$ Ha, $\alpha_c/f''(0)=0.013233$ Ha, $1-\zeta^4=0.9984$ and $4\zeta^3f=0.001098$. For PW,

$$\frac{\partial\varepsilon_c}{\partial\zeta}=0.013233(0.344017-0.001098)+0.014551(0.000551+0.001098)=0.004562\ \text{Ha}.$$

With $\varepsilon_c=-0.031412$ Ha and $\partial\varepsilon_c/\partial r_s=0.004174$ Ha/bohr, the part common to both spins is $-0.031412-\frac43(0.004174)=-0.03698$ Ha. Hence

$$v_{c\uparrow}=-0.03698+0.8(0.004562)=-0.03333\ \text{Ha},$$
$$v_{c\downarrow}=-0.03698-1.2(0.004562)=-0.04245\ \text{Ha}.$$

Exchange contributes $v_{x\uparrow}=-0.16229$ and $v_{x\downarrow}=-0.14177$ Ha. The totals are $v_{xc\uparrow}=-0.1956$ Ha ($-5.323$ eV) and $v_{xc\downarrow}=-0.1842$ Ha ($-5.013$ eV).

Exchange lowers the majority potential relative to the minority one. Correlation opposes this, because $\partial\varepsilon_c/\partial\zeta>0$: its energy becomes less negative as the polarization grows. The correlation splitting is $0.00912$ Ha; the linear estimate $2\alpha_c\zeta$ gives $0.00905$ Ha.

For vBH, $\partial\varepsilon_c/\partial\zeta=0.014551\times0.344568=0.005014$ Ha, so the correlation splitting is $0.01003$ Ha, about 10% above PW. The total splitting is $-0.01049$ Ha instead of $-0.01139$ Ha, about 8% smaller in magnitude than with PW. These percentages depend on the fit chosen for $\alpha_c$. The Vosko-Wilk-Nusair (VWN) parametrization has $\alpha_c=0.02148$ Ha at $r_s=4$, and the same comparison made with its inputs gives 15% and 11%.

## (e) Why the end points do not determine the stiffness

**Find the $\ln r_s$ term of the ring energy at high density for any $\zeta$, and the resulting ratio of the two curvatures.**

Let $P(q,i\omega)>0$ be minus the density response of free electrons at imaginary frequency, and $v=4\pi/q^2$. At interaction strength $\lambda$ the ring approximation replaces $P$ by $P/(1+\lambda vP)$. The equal-time density fluctuation at wavevector $q$ is the frequency integral $\int d\omega/2\pi$ of this response, so $dE/d\lambda=\langle V_{ee}\rangle_\lambda$ per volume is $\frac12\int\frac{d^3q}{(2\pi)^3}\int\frac{d\omega}{2\pi}\,vP/(1+\lambda vP)$ plus a term independent of $\lambda$. Removing the $\lambda=0$ value (exchange) and using $\int_0^1[vP/(1+\lambda vP)-vP]\,d\lambda=\ln(1+vP)-vP$ gives

$$\frac{E_c}{V}=\frac12\int\frac{d^3q}{(2\pi)^3}\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\left[\ln(1+vP)-vP\right].$$

For small $q$ only states at the Fermi surfaces respond. With $\mu$ the cosine between $\mathbf k$ and $\mathbf q$, spin $\sigma$ gives

$$P_\sigma=\frac{k_\sigma^2}{4\pi^2}\int_{-1}^{1}\frac{k_\sigma\mu^2\,d\mu}{k_\sigma^2\mu^2+(\omega/q)^2}=\frac{k_F}{2\pi^2}g_\sigma,\qquad g_\sigma=x_\sigma-u\arctan\frac{x_\sigma}{u},$$

where $u=\omega/(qk_F)$ and $x_\sigma=(1\pm\zeta)^{1/3}$.

Where $vP\ll1$, the bracket is $-\frac12v^2P^2$. With $d\omega=qk_F\,du$ and evenness in $u$,

$$\frac{E_c}{V}\simeq-\frac{2k_F}{\pi}\int\frac{dq}{q}\int_0^\infty P^2du .$$

The $q$ integral is logarithmic. It ends above at $q\sim k_F$ and below where $vP\sim1$, that is at $(q/k_F)^2\sim1/k_F\propto r_s$. It therefore equals $-\frac12\ln r_s$ plus a constant; $\zeta$ changes the constant only. Dividing by $n=k_F^3/3\pi^2$,

$$\varepsilon_c\simeq C(\zeta)\ln r_s,\qquad C=3\pi\int_0^\infty\left[\frac{g_\uparrow+g_\downarrow}{2\pi^2}\right]^2du .$$

*End points.* At $\zeta=0$ both $g_\sigma$ equal $R(u)=1-u\arctan(1/u)=\int_0^1\mu^2d\mu/(\mu^2+u^2)$. Using $\int_0^\infty du/[(\mu^2+u^2)(\nu^2+u^2)]=\pi/[2\mu\nu(\mu+\nu)]$,

$$\int_0^\infty R^2du=\frac\pi2\int_0^1\!\!\int_0^1\frac{\mu\nu}{\mu+\nu}\,d\mu\,d\nu=\frac\pi2\cdot2\int_0^1\mu^2d\mu\int_0^1\frac{t\,dt}{1+t}=\frac\pi3(1-\ln2),$$

where $\nu=\mu t$ on the half $\nu<\mu$. Thus $C(0)=(3/\pi^3)\int R^2du=(1-\ln2)/\pi^2$. At $\zeta=1$ one spin remains, with $x^3=2$ and $g=xR(u/x)$, so $\int g^2du=2\int R^2du$ and $C(1)=C(0)/2$.

*Curvature.* From $\partial g/\partial x=x^2/(u^2+x^2)$ and, for spin up, $dx/d\zeta=1/(3x^2)$,

$$\frac{dg_\uparrow}{d\zeta}=\frac{1}{3(u^2+x^2)},\qquad \left.\frac{d^2g_\uparrow}{d\zeta^2}\right|_0=-\frac{2}{9(1+u^2)^2}.$$

Spin down has the opposite first derivative and the same second one. The first derivative of $g_\uparrow+g_\downarrow$ thus vanishes at $\zeta=0$, and

$$C''(0)=\frac{3}{4\pi^3}\cdot2\int_0^\infty(2R)\left[-\frac{4}{9(1+u^2)^2}\right]du=-\frac{4}{3\pi^3}\int_0^\infty\frac{R\,du}{(1+u^2)^2}.$$

Here $\int_0^\infty du/(1+u^2)^2=\pi/4$. By parts, $\int_0^\infty u\arctan(1/u)\,du/(1+u^2)^2=\pi/4-\pi/8=\pi/8$. The remaining integral is therefore $\pi/8$, and $C''(0)=-1/(6\pi^2)$.

For small $r_s$, $G\to A\ln r_s$, so $C(0)$, $C(1)$ and $1/(6\pi^2)$ are the constants $A$ for $e_0$, $e_1$ and $-\alpha_c$. As $r_s\to0$,

$$\frac{f''(0)\Delta}{\alpha_c}\to\frac{f''(0)[C(1)-C(0)]}{C''(0)}=3f''(0)(1-\ln2)=1.574 .$$

In this limit the vBH curvature is 57% too large relative to the ring result. The approach is slow. For small $r_s$, $Q\to2A\beta_1r_s^{1/2}$ gives $G\to A\ln r_s+2A\ln(2A\beta_1)$, so the ratio reaches its limit only with corrections of order $1/|\ln r_s|$; with the fitted functions it is 1.32 at $r_s=0.1$. At $r_s=2$ and $r_s=10$, outside the range of this expansion, the fitted functions give 1.15 and 1.05 (the VWN fits give 1.19 and 1.11). The fitted curvatures cross near $r_s=94$; this is a feature of the fits, not an established property of the electron gas.

## (f) The difference at larger polarization

**Where does the difference between the two forms change the sign of its effect on the splitting?**

Subtracting the forms in (c) and collecting $1-\zeta^4$,

$$\varepsilon_c^{PW}-\varepsilon_c^{vBH}=\left[\frac{\alpha_c}{f''(0)}-\Delta\right]f(1-\zeta^4).$$

The difference vanishes at both end points, so end-point energies cannot reveal it. The splittings differ by twice its $\zeta$ derivative, which is zero where

$$f'(1-\zeta^4)=4\zeta^3f .$$

With $f\propto\zeta^2$ this reads $\zeta^4=1/3$, or $\zeta\approx0.76$; the full $f$ gives $\zeta=0.770$, whatever the density. For $\alpha_c<f''(0)\Delta$, vBH gives the larger correlation splitting below this polarization and the smaller one just above it. This position follows from the factor $1-\zeta^4$ chosen in the PW form, since $\alpha_c$ fixes only the behaviour near $\zeta=0$. Measured against the ring coefficient $C(\zeta)$ of (e), which contains no such factor, the vBH error turns at $\zeta\approx0.87$.

## (g) Spin susceptibility

**Find the LSDA susceptibility of the unpolarized gas relative to its free-electron (Pauli) value.**

Let a weak uniform field add $-b\zeta$ to the energy per electron $e(\zeta)$. Minimization gives $\zeta=b/e''(0)$. The kinetic energy per electron is $\frac{3}{20}k_F^2[(1+\zeta)^{5/3}+(1-\zeta)^{5/3}]$, with curvature $\frac{3}{20}k_F^2\cdot\frac{20}{9}=k_F^2/3$. Adding exchange and correlation,

$$\frac{\chi}{\chi_{Pauli}}=\frac{k_F^2/3}{k_F^2/3-k_F/(3\pi)+\alpha_c}.$$

At $r_s=4$ this is $0.076733/(0.076733-0.050907+0.022628)=1.584$. The vBH curvature, $0.024882$ Ha, gives $1.513$, about 4.5% lower than PW. The VWN value of $\alpha_c$ gives $1.62$, so the choice of fit alone moves the ratio by about 0.04. The formula requires a positive denominator; otherwise the unpolarized state is unstable and linear response about it fails. A positive denominator shows only local stability: with exchange alone it vanishes at $r_s=6.03$, while a polarized state is already lower in energy from $r_s=5.45$.

The numerical check checks the potentials against density derivatives, the logarithm against the full ring integral, and this ratio against the equilibrium of the two spin populations in a small field. These checks concern the uniform gas. They do not measure the error of applying LSDA where the density varies rapidly.

## Values computed for the example and the checks

```
rs = 4.0 bohr, zeta = 0.2
n_up, n_dn = 0.0022381, 0.0014921 bohr^-3
kF = 0.479790 bohr^-1
f, f', f''(0) = 0.034327, 0.344568, 1.709921
e0 = -0.031866 Ha
e1 = -0.017315 Ha
alpha_c (PW curvature) = 0.022628 Ha
vBH curvature = 0.024882 Ha
exchange curvature = -0.050907 Ha
kinetic curvature = 0.076733 Ha
exchange energy per electron = -0.115563 Ha
v_x up, dn = -0.162291, -0.141774 Ha
PW: eps_c = -0.031412 Ha
PW: d eps_c/d rs = 0.004174 Ha/bohr
PW: d eps_c/d zeta = 0.004562 Ha
PW: v_c up, dn = -0.033328, -0.042452 Ha
PW: v_xc up, dn = -0.195619, -0.184226 Ha
PW: v_xc up, dn = -5.3231, -5.0130 eV
PW: v_c up-dn = 0.009124 Ha
PW: v_xc up-dn = -0.011393 Ha
PW: chi/chi_Pauli = 1.5837
vBH: eps_c = -0.031367 Ha
vBH: d eps_c/d rs = 0.004161 Ha/bohr
vBH: d eps_c/d zeta = 0.005014 Ha
vBH: v_c up, dn = -0.032904, -0.042932 Ha
vBH: v_xc up, dn = -0.195195, -0.184706 Ha
vBH: v_xc up, dn = -5.3115, -5.0261 eV
vBH: v_c up-dn = 0.010028 Ha
vBH: v_xc up-dn = -0.010489 Ha
vBH: chi/chi_Pauli = 1.5132
linear PW v_c splitting 2*alpha_c*zeta = 0.009051 Ha
rs=0.1 bohr: PW, vBH curvature = 0.075288, 0.099675 Ha; ratio 1.3239
rs=1.0 bohr: PW, vBH curvature = 0.040321, 0.048187 Ha; ratio 1.1951
rs=2.0 bohr: PW, vBH curvature = 0.031080, 0.035652 Ha; ratio 1.1471
rs=4.0 bohr: PW, vBH curvature = 0.022628, 0.024882 Ha; ratio 1.0997
rs=10.0 bohr: PW, vBH curvature = 0.013134, 0.013830 Ha; ratio 1.0530
high-density limit of vBH/PW ratio = 1.5741
fitted curvatures cross at rs = 94.0 bohr
splitting error changes sign at zeta = 0.7703
log coefficients C(0), C(1) = 0.031091, 0.015545 Ha
log coefficient curvature C''(0) = -0.016887 Ha
zeta=0.0: ring slope, C = 0.031089, 0.031091 Ha
zeta=0.6: ring slope, C = 0.027727, 0.027728 Ha
```
